# Vertical Thermal Expansion of a Copper Pad Between Rigid Frictionless Walls

To choose an annealing temperature for a hybrid bond, one must decide how far a recessed copper pad rises when it is heated. If the calculation uses the free expansion $\alpha h\Delta T$, it may call for twice the heating that a tightly confined pad needs. If it uses the confined expansion where the walls in fact yield elastically, it may predict contact where a gap remains. For a pad that stays elastic, the answer depends on what the sidewalls do to it.

Consider a flat-topped pad of height $h$ in a straight-sided cavity. At the reference temperature it touches the walls without stress. It is then heated uniformly by $\Delta T>0$. The pad is an isotropic, linear elastic solid with Young's modulus $E$, Poisson ratio $\nu$ and linear expansion coefficient $\alpha$, all taken as constant. For copper, isotropy means that the pad holds many grains without a strong preferred orientation; a pad of a few grains needs the anisotropic elastic constants. Strains are small, so their products are neglected. The $z$ axis points upward from a rigid base at $z=0$, and tensile stress is positive.

The walls are rigid, which here includes that they do not expand on heating, and they exert no shear. The top is free. The statement to be shown is

$$
\varepsilon_z=\frac{1+\nu}{1-\nu}\,\alpha\Delta T .
$$

The free strain $\alpha\Delta T$ is multiplied by $(1+\nu)/(1-\nu)$. The part added by confinement is smaller by one unit of $\alpha\Delta T$, since

$$
\frac{1+\nu}{1-\nu}-1=\frac{(1+\nu)-(1-\nu)}{1-\nu}=\frac{2\nu}{1-\nu}.
$$

The total strain in each direction is the thermal strain plus the elastic response to stress. Hooke's law reads

$$
\begin{aligned}
\varepsilon_x&=\alpha\Delta T+\frac{\sigma_x-\nu(\sigma_y+\sigma_z)}{E},\\
\varepsilon_y&=\alpha\Delta T+\frac{\sigma_y-\nu(\sigma_x+\sigma_z)}{E},\\
\varepsilon_z&=\alpha\Delta T+\frac{\sigma_z-\nu(\sigma_x+\sigma_y)}{E}.
\end{aligned}
$$

Try the displacement field $u_x=u_y=0$, $u_z=\varepsilon_z z$ with constant $\varepsilon_z$. It has $\varepsilon_x=\varepsilon_y=0$ and no shear strain, so it meets the rigid walls and slides along them without shear stress. The free top requires $\sigma_z=0$ there, and because the stress is uniform, $\sigma_z=0$ throughout. Uniform stress satisfies equilibrium without body forces.

Subtracting the second line of Hooke's law from the first gives $0=(1+\nu)(\sigma_x-\sigma_y)/E$, hence $\sigma_x=\sigma_y\equiv\sigma$. The first line then becomes

$$
0=\alpha\Delta T+\frac{(1-\nu)\sigma}{E}
\quad\Longrightarrow\quad
\sigma=-\frac{E\alpha\Delta T}{1-\nu}.
$$

The negative sign means compression: the walls push inward with pressure $p=-\sigma$. Contact is therefore kept during heating. Putting $\sigma$ into the third line, with $\sigma_z=0$, gives

$$
\begin{aligned}
\varepsilon_z&=\alpha\Delta T-\frac{2\nu\sigma}{E}
=\alpha\Delta T+\frac{2\nu}{1-\nu}\alpha\Delta T\\
&=\frac{(1-\nu)+2\nu}{1-\nu}\,\alpha\Delta T
=\frac{1+\nu}{1-\nu}\,\alpha\Delta T .
\end{aligned}
$$

The first term is the vertical expansion the pad would have anyway. The second is the Poisson response to the wall pressure, which acts along two lateral directions and so carries the factor 2.

It remains to exclude another, non-uniform solution. Let $\mathbf v$ be the difference of two solutions. The thermal strain cancels in it, so its stress $\boldsymbol\tau$ and strain $\mathbf e$ obey Hooke's law without heating. Equilibrium and the divergence theorem give

$$
\int_V \boldsymbol\tau:\mathbf e\,dV=\oint \mathbf t\cdot\mathbf v\,dA=0,
$$

where $\mathbf t$ is the surface force per area belonging to $\boldsymbol\tau$. The surface integral vanishes because $\mathbf t=0$ on the top, while on the walls and a slippery base the normal displacement and the tangential force are both zero. For $E>0$ and $-1<\nu<1/2$ the integrand on the left is positive unless $\mathbf e=0$. The two solutions thus have the same strain, and the base fixes the same rise.

The lateral displacement is zero everywhere, including at the base. Bonding the pad to a rigid, non-expanding base consequently adds a condition that the solution already meets. Nor does the width of the pad enter. Both statements were tested by a three-dimensional finite-element minimisation of the elastic energy, in which the strain was free to vary through the pad.

The volume gives a second view of the factor. With no lateral strain, the volume strain equals $\varepsilon_z$. Adding the three lines of Hooke's law with $\sigma_x=\sigma_y=-p$ and $\sigma_z=0$ yields

$$
\varepsilon_z=3\alpha\Delta T-\frac{2(1-2\nu)p}{E}.
$$

If the whole blocked lateral expansion went upward, the strain would be $3\alpha\Delta T$. The last term is the part lost because the wall pressure compresses the material. It vanishes for an incompressible pad, $\nu\to1/2$, where the factor tends to 3. In the opposite limit $\nu=0$, lateral pressure has no vertical effect and the factor is 1. The numerical solutions give 2.992 at $\nu=0.499$ and 1 at $\nu=0$.

For a worked case, take a model pad with round parameters: $h=1\ \mu\mathrm m$, $E=100$ GPa, $\nu=0.35$, $\alpha=15$ ppm/K and $\Delta T=100$ K. The free strain is $15\times10^{-6}\times100=1.5\times10^{-3}$, so the free rise is 1.5 nm. The factor is

$$
\frac{1+0.35}{1-0.35}=\frac{1.35}{0.65}=2.077,
$$

and the confined rise is $2.077\times1.5\ \mathrm{nm}=3.115$ nm. Confinement has added 1.615 nm. The price is a wall pressure

$$
p=\frac{(100\ \mathrm{GPa})(1.5\times10^{-3})}{0.65}=230.8\ \mathrm{MPa}.
$$

Suppose that the pad starts a depth $d=3$ nm below a surface whose height stays fixed. It reaches that surface when $h\varepsilon_z=d$, or

$$
\Delta T_c=\frac{d}{h\alpha}\,\frac{1-\nu}{1+\nu}.
$$

The first fraction is the heating needed by a free pad, here $3\times10^{-3}/(15\times10^{-6}\ \mathrm{K^{-1}})=200$ K. Confinement reduces it to $200\ \mathrm K\times0.65/1.35=96.3$ K. When two equal pads face each other across a plane of symmetry, each has to close its own recess, so the same heating applies. Once they touch, the top is no longer free and the formula for $\varepsilon_z$ stops there.

The pad must also remain elastic up to contact. With stresses $(\sigma,\sigma,0)$ the von Mises stress follows from

$$
\sigma_{\mathrm v}^2=\tfrac12\left[(\sigma-\sigma)^2+(\sigma-0)^2+(0-\sigma)^2\right]=\sigma^2,
$$

so $\sigma_{\mathrm v}=|\sigma|=p$. Setting $p$ equal to the yield stress $Y$ gives the heating at first yield,

$$
\Delta T_Y=\frac{(1-\nu)Y}{E\alpha}.
$$

For $Y=300$ MPa this is $0.65\times300\ \mathrm{MPa}/(1.5\ \mathrm{MPa/K})=130$ K. At closure the wall pressure is 222.2 MPa, so this pad closes its recess while still elastic. A lower yield stress, or a deeper recess, could reverse the order.

What happens beyond yield can be found in a simple model: the yield stress stays constant, plastic flow preserves volume, and there is no creep. Under continued heating the lateral stress then remains at $-Y$. Since plastic strain adds nothing to the volume strain, the volume relation still holds with $p=Y$:

$$
\varepsilon_z=3\alpha\Delta T-\frac{2(1-2\nu)Y}{E},\qquad \Delta T\ge\Delta T_Y .
$$

At $\Delta T_Y$, where $Y/E=\alpha\Delta T_Y/(1-\nu)$, this joins the elastic result:

$$
3-\frac{2(1-2\nu)}{1-\nu}=\frac{3-3\nu-2+4\nu}{1-\nu}=\frac{1+\nu}{1-\nu}.
$$

Beyond that point each further kelvin raises the pad by $3\alpha h$, more than in the elastic range. In this model the elastic formula therefore underestimates the rise of a yielded pad between rigid walls. This plastic extension is derived here but was not included in the numerical calculation, which is elastic.

Real walls move. Let their lateral strain, measured as wall displacement divided by the half-width of the cavity, be

$$
\varepsilon_{\mathrm w}=\alpha_{\mathrm w}\Delta T+\frac pS ,
$$

where $\alpha_{\mathrm w}$ describes the thermal widening of the cavity and $S$ is the wall stiffness, a pressure per unit lateral strain. Hooke's law for the pad, with $\sigma_x=\sigma_y=-p$ and $\sigma_z=0$, gives

$$
\varepsilon_x=\alpha\Delta T-\frac{(1-\nu)p}{E},\qquad
\varepsilon_z=\alpha\Delta T+\frac{2\nu p}{E}.
$$

The pad and the wall stay in contact, so $\varepsilon_x=\varepsilon_{\mathrm w}$. Collecting the terms in $p$ on one side,

$$
(\alpha-\alpha_{\mathrm w})\Delta T=p\left(\frac{1-\nu}{E}+\frac1S\right)
\quad\Longrightarrow\quad
\frac pE=\frac{(\alpha-\alpha_{\mathrm w})\Delta T}{1-\nu+E/S}.
$$

Insertion into $\varepsilon_z$ and division by $\alpha\Delta T$ give the factor for frictionless elastic walls,

$$
\frac{\varepsilon_z}{\alpha\Delta T}
=1+\frac{2\nu(1-\alpha_{\mathrm w}/\alpha)}{1-\nu+E/S}.
$$

A pressing contact needs $p>0$, hence $\alpha>\alpha_{\mathrm w}$. The lateral displacement is no longer zero, so the base must let the pad slide, unless the base itself widens by the same strain $\varepsilon_{\mathrm w}$ as the walls. For $S\to\infty$ and $\alpha_{\mathrm w}=0$ the rigid result returns; for $S\to0$ the factor is 1. The condition for a wall to count as rigid is $E/S\ll1-\nu$. It compares the wall with the pad, so a wall that is stiff in everyday terms may still fail it.

An isolated round pad shows what sets $S$. Let the surrounding layer have shear modulus $G$, extend far sideways, slide on its base and have a free top. Around a hole of radius $a$ take the radial displacement $u_r=c/r$ with no vertical strain. Then

$$
\varepsilon_r=-\frac{c}{r^2},\qquad \varepsilon_\theta=\frac{u_r}{r}=\frac{c}{r^2}.
$$

The strains add to zero, so there is no volume change and the stresses are $\sigma_r=-2Gc/r^2$, $\sigma_\theta=2Gc/r^2$ and $\sigma_z=0$. Radial equilibrium holds because

$$
\frac{d\sigma_r}{dr}+\frac{\sigma_r-\sigma_\theta}{r}
=\frac{4Gc}{r^3}-\frac{4Gc}{r^3}=0 .
$$

At the hole the pressure is $p=2Gc/a^2$ and the wall strain is $u_r/a=c/a^2$. Their ratio is $S=2G$. In this geometry the wall stiffness is thus of the order of the elastic moduli of the surrounding layer and hardly changes when a layer that is already much wider than the hole is made wider still.

Now give the model pad walls with $S=100$ GPa and $\alpha_{\mathrm w}=0$. Since $E/S=1$, the factor is

$$
1+\frac{2\times0.35}{0.65+1}=1+\frac{0.70}{1.65}=1.424.
$$

The rise at 100 K is 2.136 nm and the wall pressure is 90.9 MPa. The walls that match the pad's Young's modulus in stiffness thus deliver $0.65/1.65$, or about 39%, of the extra rise that rigid walls would give. The 3 nm recess, which rigid walls would have closed at this heating, remains open.

Thermal motion of the walls has a similar effect. For walls that cannot be pushed back but widen with $\alpha_{\mathrm w}=3$ ppm/K, the factor is

$$
1+\frac{0.70}{0.65}\left(1-\frac{3}{15}\right)=1.862,
$$

and the rise of the pad is 2.792 nm. This is the rise measured from the base. If the surrounding surface also moves up on heating, its own rise has to be subtracted to obtain the change in the recess.

The absence of friction needs a separate argument, since shear on the walls destroys the uniform field. Compare the slippery rigid wall with one to which the pad sticks completely. The elastic energy depends on the strain left after the thermal strain is subtracted. Apart from a constant, it is

$$
F[\mathbf u]=\tfrac12 a(\mathbf u,\mathbf u)-\ell(\mathbf u),
\qquad
\ell(\mathbf u)=3K\alpha\Delta T\int_V\nabla\cdot\mathbf u\,dV .
$$

Here $\tfrac12a(\mathbf u,\mathbf u)$ is the energy the displacement would store without heating, and $K=E/[3(1-2\nu)]$ is the bulk modulus. The factor $3K$ appears because an equal strain $\alpha\Delta T$ in all three directions corresponds to an isotropic stress $3K\alpha\Delta T$.

Let $\mathbf u^*$ minimise $F$. The walls and base impose zero displacements, so $s\mathbf u^*$ is also allowed for any number $s$. Its energy $\tfrac12s^2a(\mathbf u^*,\mathbf u^*)-s\,\ell(\mathbf u^*)$ must be stationary at $s=1$, which gives $a(\mathbf u^*,\mathbf u^*)=\ell(\mathbf u^*)$ and

$$
F_{\min}=-\tfrac12\ell(\mathbf u^*).
$$

The divergence theorem turns the volume integral in $\ell$ into a surface integral of the normal displacement. This is zero on the walls and the base. If $A$ is the top area and $\bar u$ the mean rise of the top, then

$$
\int_V\nabla\cdot\mathbf u^*\,dV=A\bar u,
\qquad
F_{\min}=-\tfrac32K\alpha\Delta T\,A\,\bar u .
$$

Sticking removes displacements from the allowed set and so cannot lower the minimum energy. It in fact raises it, because the unique slippery solution moves along the walls and is no longer allowed. A higher $F_{\min}$ means a smaller $\bar u$. Complete sticking therefore lowers the mean rise below the frictionless value, whatever the shape of the straight-sided cavity.

For a square model pad of half-width $1\ \mu\mathrm m$ on a slippery base, the finite-element mean rise at 100 K is 1.899 nm with 5 cells per edge of a quarter pad and 1.963 nm with 10. A finite mesh also restricts the allowed displacements, so by the same energy argument each value is a lower bound on the mean rise of the stuck pad. The change between the meshes is about 3% of the finer value. The two bounds place the true mean between 1.963 nm and the frictionless 3.115 nm. Even this fully stuck pad thus rises on average by more than the free 1.5 nm. Its top is not flat: the edge is held at zero, so some of the interior must stand above the mean. Contact would then begin in the interior, while the stuck edge stays at its initial depth. The energy argument bounds only the mean: on finer meshes the mean settles near 2.01 nm, about 2% above the 10-cell value, while the centre rises about 3.3 nm, more than the frictionless 3.115 nm. Sticking therefore need not delay the first contact. These values and bounds are for a purely elastic pad. Where the stuck wall meets the free top, the elastic stress grows without limit towards the edge, for $\nu=0.35$ roughly as the distance to the power $-0.32$, so yielding starts there. The zone in which the elastic stress exceeds $Y$ then grows about as $\Delta T^3$: on slight heating it can be of atomic size, where the continuum picture has no meaning, but at 100 K it is no longer small against the pad height. Neither this yielding nor friction with partial slip is covered by the comparison.

For the annealing calculation, the factor $(1+\nu)/(1-\nu)$ is appropriate when $E/S$ is small compared with $1-\nu$, the cavity widens much less than the pad would, the walls are slippery, the pad starts without stress, $\Delta T_c<\Delta T_Y$, and creep is negligible during the anneal. The last condition can fail for fine-grained copper at annealing temperatures, where creep relaxes the wall pressure and the elastic formulas no longer give the rise. The formula for $\Delta T_c$ also assumes that the surrounding surface keeps its height. When the first two conditions are in doubt, the formula with $S$ and $\alpha_{\mathrm w}$ should replace it, provided that the pad starts without stress, the walls are still slippery, the pad can slide on its base, and it remains elastic with negligible creep. If the pad is bonded to its base between elastic or widening walls, the uniform strain field used here meets the conditions at the base only when the base widens by the same strain as the walls. Real copper pads in silicon dioxide lie outside the rigid case: with $E\approx120$ GPa, $\nu\approx0.34$ and an oxide shear modulus near 31 GPa, $S=2G$ gives $E/S\approx2$ against $1-\nu\approx0.66$, and the factor is near 1.2 instead of 2.0. Such pads also adhere to their liner and base, so their top is not flat and their rise depends on the ratio of width to height; the mean can fall below the formula with $S$ for a narrow pad and above it for a wide one. Usual anneals heat by a few hundred kelvin, beyond the 130 K at which the model pad yields between rigid walls. The formulas here are thus limiting cases, and an annealing temperature for a real bond needs a calculation with the actual geometry, adhesion and plastic flow.

## Computed results

```
Young's modulus: 100 GPa
Poisson ratio: 0.35
Pad expansion coefficient: 15 ppm/K
Pad height: 1.0 um
Pad half-width: 1.0 um
Temperature rise: 100 K
Yield stress: 300 MPa
Initial recess: 3.0 nm
Free thermal strain: 1.5000e-03 (dimensionless)
Confined vertical strain: 3.1154e-03 (dimensionless)
Rigid-wall factor: 2.0769 (dimensionless)
Added fraction 2nu/(1-nu): 1.0769 (dimensionless)
Free rise: 1.500 nm
Confined rise: 3.115 nm
Extra rise from confinement: 1.615 nm
Rigid-wall pressure: 230.8 MPa
Heating to first yield: 130.0 K
Heating to close recess, confined: 96.3 K
Heating to close recess, free: 200.0 K
Wall pressure at closure: 222.2 MPa
Factor at Poisson ratio 0.000: 1.0000
Factor at Poisson ratio 0.499: 2.9920
Elastic wall stiffness S: 100 GPa
Elastic-wall factor: 1.4242 (dimensionless)
Elastic-wall rise: 2.136 nm
Elastic-wall pressure: 90.9 MPa
Expanding-wall coefficient: 3 ppm/K
Rigid expanding-wall factor: 1.8615
Rigid expanding-wall rise: 2.792 nm
Sticking walls, mean rise, 5 cells per edge: 1.899 nm
Sticking walls, mean rise, 10 cells per edge: 1.963 nm
```
